# Wannier functions of a Z2-odd insulator: obstruction and Kane-Mele construction

A Wannier calculation by projection starts from one trial orbital per occupied band. In a crystal with time reversal and spin-orbit coupling the natural choice is a Kramers pair, for example one real orbital with both spins. In a $\mathbb Z_2$-odd insulator this choice gives a singular overlap matrix somewhere in the Brillouin zone, whatever the Kramers pair, as long as its amplitudes are summable over the lattice (as for any compact or exponentially decaying orbital), so localized trial orbitals cannot be Kramers partners. Their span, translates included, may still be invariant under time reversal: the Wannier functions of (a) below span the occupied space and, used as trial orbitals, give the unit overlap matrix.

## Setting

The model is two-dimensional tight binding, with lattice vectors $a_1,a_2$, $\kappa_j=k\cdot a_j$, and $H(\kappa)=\sum_Re^{i\kappa\cdot R}\langle0|H|R\rangle$, $\kappa\cdot R=\kappa_1R_1+\kappa_2R_2$, which is $2\pi$-periodic. The assumptions are:

1. The hoppings decay exponentially, so $H$ is analytic in a strip around real $\kappa$.
2. A gap at a fixed energy separates $2n$ occupied bands, with projector $P(\kappa)$.
3. $\Theta=TK$ with $T$ a constant unitary, $K$ complex conjugation, $\Theta^2=-1$, and $P(-\kappa)=\Theta P(\kappa)\Theta^{-1}$.

A frame $\Psi(\kappa)$ is a matrix of $2n$ orthonormal columns spanning the range of $P$. Its Wannier functions are $w(R)=\langle e^{i\kappa\cdot R}\Psi\rangle$, with $\langle\cdot\rangle$ the zone average; their translates are an orthonormal basis of the occupied space, and every such basis arises this way. Since $(\Theta w)(R)=Tw(R)^*=\langle e^{i\kappa\cdot R}\Theta\Psi(-\kappa)\rangle$, the conditions $w_2=\Theta w_1$, $w_1=-\Theta w_2$ read

$$\Psi(-\kappa)=\Theta\Psi(\kappa)\,J,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}\ \text{per pair}.$$

Such a frame is a TR frame. A partner in another cell is covered by relabelling the cell.

Let $A_j=i\,\mathrm{tr}\,\Psi^\dagger\partial_j\Psi$, $F=\partial_1A_2-\partial_2A_1$, $\varphi(\kappa_2)=\int_0^{2\pi}A_1d\kappa_1$. Under $\Psi\to\Psi U$, $A_j$ gains $i\,\mathrm{tr}\,U^\dagger\partial_jU=-\partial_j\arg\det U$. So $F$ is frame independent and $\varphi\to\varphi-2\pi\,\mathrm{wind}\det U$, where wind counts the turns of the phase along $\kappa_1$. For a frame smooth on the strip $\alpha\le\kappa_2\le\alpha'$ and periodic in $\kappa_1$, the term $\partial_1A_2$ integrates to zero:

$$\int F\,d^2\kappa=\varphi(\alpha)-\varphi(\alpha').\tag{1}$$

The lines $\kappa_2=0,\pi$ are mapped onto themselves by $\kappa\to-\kappa$. With TR frames chosen on these two loops alone,

$$\Delta=\frac1{2\pi}\Big[\varphi(0)-\varphi(\pi)-\int_{0\le\kappa_2\le\pi}F\Big].\tag{2}$$

## Theorem

**(a)** An analytic periodic frame exists, so exponentially localized Wannier functions exist.

**(b)** $\Delta$ is an integer, fixed modulo 2 by $P$. If it is odd, no continuous periodic TR frame exists, hence no Kramers-paired basis with $\sum_R\|w(R)\|<\infty$.

**(c)** In the Kane-Mele model without Rashba coupling, $\Delta$ is odd for $|\lambda_v|<3\sqrt3|\lambda_{SO}|$, and projecting $|A,+x\rangle,|B,-x\rangle$ is nonsingular on the whole zone exactly in that range. The two functions are centred on $A$ and $B$ and are not Kramers partners.

## Lemmas

**Lemma 1 (transport).** Along a path, $\Psi'=P'\Psi$ carries a frame into a frame.

*Proof.* Differentiating $P^2=P$ gives $P'=P'P+PP'$, so $PP'P=0$ and $PP'=P'Q$ with $Q=1-P$. Then $(Q\Psi)'=-P'\Psi+QP'\Psi=-P'Q\Psi$, a linear equation, so $Q\Psi$ stays zero, and $(\Psi^\dagger\Psi)'=2\Psi^\dagger PP'P\Psi=0$. $\square$

On a loop, transport returns as $\Psi e^{iX}$, $X$ Hermitian, and the factor $e^{-iX\kappa_1/2\pi}$ closes it. Transport of this loop along $\kappa_2$ gives a frame on any strip.

**Lemma 2.** $F(-\kappa)=-F(\kappa)$, and the Chern number $C=\frac1{2\pi}\int F$ vanishes.

*Proof.* Given $\Psi$ near $\kappa$, use $\tilde\Psi(-\kappa)=T\Psi(\kappa)^*$ near $-\kappa$. The reflection gives the derivative a minus sign, so $\tilde A_j(-\kappa)=-i(\mathrm{tr}\,\Psi^\dagger\partial_j\Psi)^*=A_j(\kappa)$, the trace being imaginary. The curl of an even field is odd. $\square$

**Lemma 3 (smoothing).** A continuous periodic frame can be replaced by an analytic one, which is TR if the first one is. An analytic frame has exponentially decaying $w$.

*Proof.* Convolve $\Psi$ with the Fejér kernel in both variables. The kernel is nonnegative, even, of unit mean and concentrates at zero, so the result $\tau$ is a trigonometric polynomial with $\|\tau-\Psi\|<1$ everywhere at high enough order. For a unit vector $c$, $\|P\tau c\|\ge\|\Psi c\|-\|P(\tau-\Psi)c\|>0$, so $S=\tau^\dagger P\tau$ is positive definite and $\psi=P\tau S^{-1/2}$ obeys $\psi^\dagger\psi=1$. Write $P=\frac1{2\pi i}\oint(z-H)^{-1}dz$ and $S^{-1/2}=\frac1{2\pi i}\oint z^{-1/2}(z-S)^{-1}dz$, the second contour lying in $\mathrm{Re}\,z>0$, and continue $\tau^\dagger$ as $\tau(\bar\kappa)^\dagger$. Both resolvents are bounded on the compact real torus, hence exist for $|\mathrm{Im}\,\kappa_j|\le\beta$ with some $\beta>0$, and $\psi$ is analytic there. Shifting the contour, the end pieces cancelling by periodicity,

$$w(R)=e^{-\beta R_1}\langle e^{i\kappa\cdot R}\psi(\kappa_1+i\beta,\kappa_2)\rangle .\tag{3}$$

Shifting each $\kappa_j$ by $i\beta\,\mathrm{sgn}R_j$ gives $\|w(R)\|\le Me^{-\beta(|R_1|+|R_2|)}$. A real even kernel preserves the TR condition. With $Y=P\tau$ one has $Y(-\kappa)=TY^*J$, so $S(-\kappa)=J^TS^*J$, $S^{-1/2}(-\kappa)=J^T(S^{-1/2})^*J$, and $\psi(-\kappa)=TY^*JJ^T(S^{-1/2})^*J=\Theta\psi J$. $\square$

**Lemma 4 (loops).** On each loop $\kappa_2=0,\pi$ piecewise smooth TR frames exist, and their $\varphi$ differ by multiples of $4\pi$.

*Proof.* At the invariant points $\Lambda$ ($\kappa_1=0,\pi$) $P$ commutes with $\Theta$. Antiunitarity gives $\langle u|\Theta u\rangle=\langle\Theta^2u|\Theta u\rangle=-\langle u|\Theta u\rangle=0$, so occupied pairs $u,\Theta u$, chosen successively in the orthogonal complement, form a basis with $\Psi=\Theta\Psi J$. Join such bases at $0$ and $\pi$ by transport and a factor $e^{iX\kappa_1/\pi}$, and define the other half by the TR condition; the halves match at both $\Lambda$. If $\Psi$ and $\Psi U$ are both TR, then $\Theta\Psi JU(-\kappa)=\Theta(\Psi U)J=\Theta\Psi U^*J$, so $JU(-\kappa)=U(\kappa)^*J$. The determinant gives $\det U(-\kappa)=\det U(\kappa)^*$. At $\Lambda$, multiplying by $U^T$ gives $U^TJU=J$, and $\mathrm{Pf}(U^TJU)=\det U\,\mathrm{Pf}J$ forces $\det U=1$. Write $\det U=e^{i\eta}$ with $\eta$ continuous on $[-\pi,\pi]$ and $\eta(0)=0$. Then $\eta$ is odd and $\eta(\pi)=2\pi l$, so the winding is $[\eta(\pi)-\eta(-\pi)]/2\pi=2l$. $\square$

The evenness of the winding comes from the Pfaffian step, which rests on $\Theta^2=-1$: for $\Theta^2=+1$, $J$ is replaced by the unit matrix, $\det U(\Lambda)=\pm1$ and odd windings are allowed.

## Proof of (a) and (b)

(a) Take the frame of Lemma 1 on $0\le\kappa_2\le2\pi$, with $\Psi(\kappa_1,2\pi)=\Psi(\kappa_1,0)V(\kappa_1)$. By (1), $2\pi C=\varphi(0)-\varphi(2\pi)=2\pi\,\mathrm{wind}\det V$, which is zero by Lemma 2. A piecewise smooth loop in $U(m)$ with this property contracts. For $m\ge2$ its first column $c$ is a curve on the sphere $S^{2m-1}$, misses a point other than the first basis vector $e_1$, and shrinks to $e_1$ along straight lines in the stereographic projection from that point, while the other columns follow by Lemma 1 with projector $1-cc^\dagger$. What remains is a loop in $U(m-1)$ with the same winding, and for $m=1$ a loop $e^{i\eta}$ with periodic $\eta$ contracts as $e^{is\eta}$. This yields $V_s(\kappa_1)$ with $V_0=1$, $V_1=V$, and $\Psi V_{\kappa_2/2\pi}^{-1}$ is continuous and periodic. Lemma 3 finishes. Without time reversal $C$ may be nonzero and the contraction fails.

(b) Let $\psi$ be the frame of (a) and $\chi=\psi U$ the TR frames on the two loops. Inserting $\varphi_\chi=\varphi_\psi-2\pi\,\mathrm{wind}\det U$ in (2) and using (1) for $\psi$,

$$\Delta=\mathrm{wind}_\pi\det U-\mathrm{wind}_0\det U.\tag{4}$$

This is an integer, and by Lemma 4 its parity does not depend on $\chi$. If a continuous periodic TR frame exists, Lemma 3 makes it analytic and TR; it then serves as both $\psi$ and $\chi$, so $U=1$ and $\Delta\equiv0$. Summable $w$ make $\Psi=\sum_Re^{-i\kappa\cdot R}w(R)$ uniformly convergent, hence continuous. $\square$

**Corollary (projection fails).** Let $\tau_K$ be a continuous periodic trial set with $\tau_K(-\kappa)=\Theta\tau_KJ$, and $D=\det\psi^\dagger\tau_K$, so that $\det\tau_K^\dagger P\tau_K=|D|^2$. If $\Delta$ is odd, $D$ has a zero. For if $D\neq0$ on both loops, $\chi=P\tau_KS_K^{-1/2}$ is TR there (Lemma 3), $\det U=\det\psi^\dagger\chi=D/|D|$, and (4) says that $D$ winds differently on the two loops, which a continuous nonvanishing function on the strip cannot do.

**Remark (Fu-Kane index).** Let $\omega(\kappa)=\psi(-\kappa)^\dagger\Theta\psi(\kappa)$. With $\psi=\chi U^\dagger$ and $\chi(-\kappa)^\dagger\Theta\chi(\kappa)=J^T$, $\omega=U(-\kappa)J^TU(\kappa)^T$. For $\det U=e^{i\eta}$ on $[-\pi,\pi]$, a continuous root is $\sqrt{\det\omega}=e^{i[\eta(\kappa_1)+\eta(-\kappa_1)]/2}$, and $\mathrm{Pf}\,\omega(\Lambda)=e^{i\eta(\Lambda)}\mathrm{Pf}J^T$. The ratio is $\mathrm{Pf}J^T$ at $0$ and $e^{i[\eta(\pi)-\eta(-\pi)]/2}\mathrm{Pf}J^T=(-1)^{\rm wind}\mathrm{Pf}J^T$ at $\pi$. The product over the four points is $(-1)^\Delta$ by (4).

**Remark (conserved $s_z$).** Take $\chi=(u_\uparrow(\kappa),\Theta u_\uparrow(-\kappa))$. By the proof of Lemma 2, $\varphi=2\varphi_\uparrow$ and $F(\kappa)=F_\uparrow(\kappa)-F_\uparrow(-\kappa)$. With $\Phi_\pm$ the spin-up fluxes of the two half zones, (1) gives $\varphi_\uparrow(0)-\varphi_\uparrow(\pi)=\Phi_++2\pi l$, so $2\pi\Delta=2\Phi_++4\pi l-\Phi_++\Phi_-$ and $\Delta\equiv C_\uparrow$ modulo 2.

## Proof of (c)

Energies are in units of the hopping $t>0$, lengths in the lattice constant $a$. Take $a_1=a(1,0)$, $a_2=a(\frac12,\frac{\sqrt3}2)$, $A$ at $(a_1+a_2)/3$, $B$ at $2(a_1+a_2)/3$, and $\Theta|{\uparrow}\rangle=|{\downarrow}\rangle$. The Hamiltonian has nearest-neighbour hopping $t$, site energy $\pm\lambda_v$ on $A,B$, second-neighbour terms $i\lambda_{SO}\nu_{ij}\sigma_z$ with $\nu_{ij}$ the sign of $(d_1\times d_2)_z$ for the two bonds leading from $j$ to $i$, and the Rashba term $i\lambda_R(\sigma\times\hat d_{ij})_z$, $\hat d_{ij}$ pointing from $j$ to $i$. Here $\lambda_R=0$.

The neighbours of $A(0)$ are $B(0),B(-a_1),B(-a_2)$, so $h=t(1+e^{-i\kappa_1}+e^{-i\kappa_2})$. From $A(a_1)$ to $A(0)$ the bonds are $d_1=(a_2-2a_1)/3$, $d_2=-(a_1+a_2)/3$, with $d_1\times d_2=a_1\times a_2/3>0$. So $\nu=+1$ for $R=a_1$ and its rotations $a_2-a_1$, $-a_2$, and $-1$ for their opposites; each pair gives $i\lambda_{SO}(e^{i\kappa\cdot R}-e^{-i\kappa\cdot R})=-2\lambda_{SO}\sin\kappa\cdot R$. On $B$ the same bonds come in reverse order and the sign flips. For spin $s=\pm1$,

$$H_s=\begin{pmatrix}m_s&h\\ \bar h&-m_s\end{pmatrix},\quad m_s=\lambda_v+sg,\quad g=2\lambda_{SO}[\sin\kappa_2-\sin\kappa_1+\sin(\kappa_1-\kappa_2)].$$

$h=0$ requires three unit vectors summing to zero, that is $\kappa=\pm K$, $K=(\frac{2\pi}3,-\frac{2\pi}3)$. At $K$ each term in the bracket is $-\frac{\sqrt3}2$, so $g(\pm K)=\mp3\sqrt3\lambda_{SO}$, and $m_\uparrow m_\downarrow=\lambda_v^2-27\lambda_{SO}^2$ at both points. Put $E_s=(|h|^2+m_s^2)^{1/2}$, $m_s=E_s\cos\theta_s$, $|h|=E_s\sin\theta_s$, $\theta_s\in[0,\pi]$, $\xi=\arg h$, $s_s=\sin\frac{\theta_s}2$, $c_s=\cos\frac{\theta_s}2$. The lower eigenvector is $u_s=(-e^{i\xi}s_s,\,c_s)$: the first row gives $E_se^{i\xi}(\sin\theta_sc_s-\cos\theta_ss_s)=E_se^{i\xi}s_s$, which is $-E_s$ times the first entry.

**Overlap.** For $\tau_1=|A\rangle(\uparrow+\downarrow)/\sqrt2$, $\tau_2=|B\rangle(\uparrow-\downarrow)/\sqrt2$,

$$u^\dagger\tau=M_0\begin{pmatrix}e^{-i\xi}&0\\0&1\end{pmatrix},\qquad M_0=\frac1{\sqrt2}\begin{pmatrix}-s_\uparrow&c_\uparrow\\-s_\downarrow&-c_\downarrow\end{pmatrix}.$$

The squared entries of $M_0$ sum to $\mathrm{tr}\,S=1$. With $\Sigma=(\theta_\uparrow+\theta_\downarrow)/2$, $\det M_0=\frac12(s_\uparrow c_\downarrow+c_\uparrow s_\downarrow)=\frac12\sin\Sigma\equiv\delta$. Using $\sin^2\Sigma=\frac12(1-\cos2\Sigma)$ and $\cos2\Sigma=(m_\uparrow m_\downarrow-|h|^2)/E_\uparrow E_\downarrow$,

$$\det S=\delta^2=\frac{E_\uparrow E_\downarrow+|h|^2-m_\uparrow m_\downarrow}{8E_\uparrow E_\downarrow}.\tag{5}$$

$\delta=0$ needs $\Sigma=0$ or $\pi$, so both angles are $0$ or both $\pi$: $h=0$ and $m_\uparrow m_\downarrow>0$. At $\pm K$, $\det S=\frac14$ for $\lambda_v^2<27\lambda_{SO}^2$ and $0$ for the opposite inequality; at equality the gap closes. In the first case the occupied states at $K$ sit one on $A$ and one on $B$ with opposite $s_z$, and each trial orbital, holding both $s_z$, reaches one of them. The relative sign matters: for $|A,+x\rangle,|B,+x\rangle$ the entry $-c_\downarrow$ becomes $+c_\downarrow$, the determinant becomes $\frac12(c_\uparrow s_\downarrow-s_\uparrow c_\downarrow)=-\frac12\sin d$, $d=(\theta_\uparrow-\theta_\downarrow)/2$, and it vanishes wherever $g=0$, for instance at $\Gamma$.

For eigenvalues $\sigma_1+\sigma_2=1$, $\sigma_1\sigma_2=\delta^2$ of $S$, one has $\sqrt{1+2\delta}=\sqrt{\sigma_1}+\sqrt{\sigma_2}$ and $1+\delta-\sigma_1=\sqrt{\sigma_2}(\sqrt{\sigma_1}+\sqrt{\sigma_2})$, so

$$S^{-1/2}=\frac{1+\delta-S}{\delta\sqrt{1+2\delta}},\qquad\psi=P\tau S^{-1/2},\qquad P_s=\tfrac12(1-H_s/E_s).$$

All radicands are positive on the real torus, so $\psi$ is analytic and (3) applies.

**Parity.** For $\tau_K=|B\uparrow\rangle,|B\downarrow\rangle$, $u^\dagger\tau_K=\mathrm{diag}(c_\uparrow,c_\downarrow)$ and

$$D=\frac{\det(\tau^\dagger u)\det(u^\dagger\tau_K)}{\delta}=e^{i\xi}c_\uparrow c_\downarrow .$$

On $\kappa_2=0$, $h=t(2+e^{-i\kappa_1})$ does not wind; on $\kappa_2=\pi$, $h=te^{-i\kappa_1}$ winds $-1$; on both $c_s>0$. By (4), $\Delta=-1$. For $\lambda_v>3\sqrt3|\lambda_{SO}|$ both masses at $\pm K$ are positive, $\det S_K=c_\uparrow^2c_\downarrow^2>0$ everywhere, the Kramers pair on $B$ is analytic and $\Delta$ is even.

**Centres.** For $\lambda_R=0$ the rotation by $2\pi/3$ about a site, acting on positions and not on spin, commutes with $H$, since it preserves $\nu_{ij}$, and permutes the translates of $\tau_1$ and of $\tau_2$. Projection and symmetric orthonormalization of the whole family commute with it, so $w_1$ is invariant under the rotation about $A(0)$ and is centred there, and $w_2$ at $B(0)$. $\Theta$ conjugates amplitudes and rotates spin, so it preserves the site density. $\Theta w_1$ is centred on $A$, is orthogonal to $w_1$, and the other basis functions have other centres, so it is none of them. $\square$

**Remark (size of the breaking).** Let $p=s_\uparrow+c_\downarrow$, $q=s_\downarrow+c_\uparrow$, $N^2=p^2+q^2=2+2\sin\Sigma$, and $O=-N^{-1}\begin{pmatrix}p&-q\\q&p\end{pmatrix}$. The off-diagonal entries of $O^TM_0$ differ by a multiple of $pq-qp=0$, its trace is $N/\sqrt2$ and its determinant $\delta$, so it is positive and $O$ is the orthogonal polar factor of $M_0$:

$$\psi_1=-e^{-i\xi}(p\,u_\uparrow+q\,u_\downarrow)/N,\qquad\psi_2=(q\,u_\uparrow-p\,u_\downarrow)/N .$$

Now $pq=\cos d+\frac12(\sin\theta_\uparrow+\sin\theta_\downarrow)=\cos d\,(1+\sin\Sigma)$, so $2pq/N^2=\cos d$. The orbital overlap of $u_\uparrow,u_\downarrow$ is also $\cos d$, so $\langle\sigma_x\rangle_{1,2}=\pm\langle\cos^2d\rangle$. Under $\kappa\to-\kappa$, $\theta_\uparrow\leftrightarrow\theta_\downarrow$, $p\leftrightarrow q$, $\xi\to-\xi$, $\Theta u_\uparrow(-\kappa)=u_\downarrow(\kappa)$, $\Theta u_\downarrow(-\kappa)=-u_\uparrow(\kappa)$, so $\Theta\psi_1(-\kappa)=e^{-i\xi}(pu_\uparrow-qu_\downarrow)/N$ and $\psi_2^\dagger\Theta\psi_1(-\kappa)=e^{-i\xi}\cos d$. The weight of $\Theta w_1$ on the translates of $w_2$ is therefore also $\langle\cos^2d\rangle$. At $\pm K$, $|d|=\pi/2$ and the overlap vanishes.

**Remark (Rashba coupling).** $P$, $\det S$ and $D$ on the loops are continuous in $\lambda_R$ on a compact set, so nonsingularity and $\Delta$ persist for small $\lambda_R$; the argument gives no range. The spinless rotation is lost. Integration by parts gives $\sum_RR_j\|w(R)\|^2=\langle A_j\rangle$, and the intra-cell offsets enter through the total weights on $A$ and $B$, which are averages of diagonal entries of $P$ and do not depend on the frame. So the sum of centres changes by a lattice vector under a change of smooth frame. The rotation with spin about the origin produces such a frame, so the sum equals its rotated image modulo the lattice, a discrete condition, and by continuity in $\lambda_R$ it stays at $a_1+a_2$ as long as the gap stays open and $\det S>0$.

**Remark (the Kramers pair that exists).** In the odd phase with $\lambda_{SO}>0$ the projected pair is $u_\uparrow$ and its partner, and $u_\uparrow$ is singular only at $K$, where $\theta_\uparrow=\pi$ and $u_\uparrow\to-e^{i\xi}|A\rangle$. For $k=K+q$, to first order,

$$h=-it\,[e^{-2\pi i/3}q\cdot a_1+e^{2\pi i/3}q\cdot a_2]=\tfrac{ita}4(3+i\sqrt3)(q_x-iq_y),$$

so $|\nabla\xi|\simeq1/|q|$. A function homogeneous of degree $0$ in $q$ has a transform of degree $-2$: $\|w\|\sim r^{-2}$, square summable but not summable, as (b) requires. By Parseval's identity the divergent part of $\langle r^2\rangle$ is $\frac{A_c}{(2\pi)^2}\int d^2q/q^2$, and a cutoff at $r\sim L$ acts at $q\sim1/L$. To leading logarithm,

$$\langle r^2\rangle_L=\frac{A_c}{2\pi}\ln L+\text{const},\qquad A_c=\tfrac{\sqrt3}2a^2.$$

## Worked example

Take $\lambda_{SO}=0.3t$, $\lambda_v=0.5t$, below the critical $1.5588t$. The masses at $K$ are $0.5\mp1.5588$, that is $-1.0588t$ and $2.0588t$. The smallest direct gap on the grid, $1.86t$, is below $2\times1.0588t$, so it does not lie at $K$.

With random TR frames on a $60\times60$ grid and the phases $\varphi$ reduced modulo $4\pi$, (2) gives $(0.2319-4.6104-1.9047)/2\pi=-1$ for $\lambda_R=0$ and $(0.2399-4.5562-1.9669)/2\pi=-1$ for $\lambda_R=0.2t$. For $\lambda_v=2.5t$, $\lambda_R=0.2t$ it gives $(0.2459-0.5935+0.3476)/2\pi=0$. The single terms are grid values with a discretization error in the third decimal. On a grid the sum is an integer by construction; the test is the parity, which stays fixed while $\Delta$ ranges from $-9$ to $3$ in the second case. The Fu-Kane products $-1,-1,+1$, the values $C_\uparrow=-1$ and $0$ at $\lambda_R=0$, and the winding differences of $D$ for 57 to 60 random Kramers trial pairs per case agree with it.

Where $g=0$, (5) reduces to $|h|^2/4(|h|^2+\lambda_v^2)$: $9/(4\times9.25)=0.2432$ at $\Gamma$ and $1/(4\times1.25)=0.2000$ at $M=(\pi,0)$, which equals the minimum on the $128\times128$ grid. At $\lambda_R=0.2t$ the grid minimum is $0.178$.

For $\lambda_R=0$ the centres are $(0.5000,0.2887)a$ and $(1.0000,0.5774)a$, one bond length $0.5774a$ apart, with spreads $0.369a^2$ and $0.239a^2$. The weight of $\Theta w_1$ on the $w_2$ family and $\langle\sigma_x\rangle_1$ are both $0.7798$, as derived; no single translate of $w_2$ carries more than $0.24$. With Rashba coupling these two numbers separate, $0.7869$ and $0.7835$, and the centres move to $y=0.28934a$ and $0.57669a$, the sum staying at $(1.5,0.86603)a$.

The root of the squared amplitudes summed over a column of cells and both functions falls from $6.81\times10^{-5}$ at $R_1=10$ to $4.94\times10^{-8}$ at $R_1=20$, a local slope $\frac1{10}\ln(1379)=0.72$ per cell. Identity (3) is verified at $\beta=0.25$, which is a lower bound on the rate, not its value.

For the Kramers function, with weight $e^{-r^2/L^2}$ about $B$, $\langle r^2\rangle$ is $0.4618$, $0.5642$, $0.6621\,a^2$ at $L=8,16,32\,a$ on a $400\times400$ grid; on finer grids the last value drops by $10^{-4}a^2$, and the slopes per $\ln L$ for the next two doublings, up to $L=128\,a$, are $0.139a^2$ and $0.138a^2$. The last slope is $0.0979/\ln2=0.141a^2$, $2.5\%$ above $A_c/2\pi=0.1378a^2$; the first, $0.1024/\ln2=0.148a^2$, lies further above. In the even phase the slope is $0.0002a^2$. The numerical check, whose output follows, builds $H$ from the lattice geometry and compares the closed forms of $H_s$, $\det S$, $\psi$ and $D$ with diagonalization.

## Values computed for the example and the checks

```
units: energy t, length a; parameters (l_v, l_SO, l_R)/t
(0.5, 0.3, 0.0): masses at K up -1.0588 t, down 2.0588 t
(2.5, 0.3, 0.0): masses at K up 0.9412 t, down 4.0588 t
critical l_v = 3 sqrt3 l_SO = 1.5588 t
(0.5, 0.3, 0.0): C_up = -1.000000
(2.5, 0.3, 0.0): C_up = -0.000000
(0.5, 0.3, 0.2): total Chern 1.8e-16, max plaquette flux 0.0086 rad
(0.5, 0.3, 0.0): min direct gap 1.8588 t, half-zone flux 1.9047 rad
  phi(0), phi(pi) mod 4pi = 0.2319, 4.6104 rad
  Delta seen [-3, -1, 1, 3, 5]; Fu-Kane product -1.000000
  59 random Kramers trials, winding differences [-3, -1, 1]
(0.5, 0.3, 0.2): min direct gap 1.7334 t, half-zone flux 1.9669 rad
  phi(0), phi(pi) mod 4pi = 0.2399, 4.5562 rad
  Delta seen [-9, -5, -3, -1, 1, 3]; Fu-Kane product -1.000000
  60 random Kramers trials, winding differences [-3, -1, 1]
  zeros of D located for 4 trials, worst |D| = 1.4e-15
(2.5, 0.3, 0.2): min direct gap 1.9533 t, half-zone flux -0.3476 rad
  phi(0), phi(pi) mod 4pi = 0.2459, 0.5935 rad
  Delta seen [-4, -2, 0, 2, 4, 8]; Fu-Kane product +1.000000
  57 random Kramers trials, winding differences [-2, 0, 2]
windings of D for (B up,B dn): k2=0: 0.000, k2=pi: -1.000
det S at K: TRB odd 0.2500, TRB even 1e-32, Kramers odd 4e-32, Kramers even 1.0000
det S parallel pair at Gamma 0e+00; TRB at Gamma 0.2432, M 0.2000
(0.5, 0.3, 0.0): min det S 0.2000
  centres (0.50000,0.28868), (1.00000,0.57735) a; distance 0.57735 a
  centre sum (1.50000,0.86603) a; spreads 0.36920, 0.23922 a^2
  amplitude at R1=5,10,20: 3.18e-03, 6.81e-05, 4.94e-08; rate 0.723 per cell
  Theta w1: weight on w2 family 0.7798, largest single 0.2384
  <sigma_x> = 0.7798, -0.7798
(0.5, 0.3, 0.2): min det S 0.1783
  centres (0.50000,0.28934), (1.00000,0.57669) a; distance 0.57669 a
  centre sum (1.50000,0.86603) a; spreads 0.37690, 0.24045 a^2
  amplitude at R1=5,10,20: 3.41e-03, 5.16e-05, 1.68e-08; rate 0.803 per cell
  Theta w1: weight on w2 family 0.7869, largest single 0.2416
  <sigma_x> = 0.7835, -0.7835
contour shift beta = 0.25 per cell: error 1.5e-16, max |psi| on shifted line 1.0110
(0.5, 0.3, 0.0): Kramers <r^2> at L=8,16,32 a: 0.4618, 0.5642, 0.6621 a^2; slope 0.1412 a^2
(2.5, 0.3, 0.0): Kramers <r^2> at L=8,16,32 a: 0.0378, 0.0384, 0.0385 a^2; slope 0.0002 a^2
predicted slope A_c/2pi = 0.1378 a^2
```
